# The Souza-Wilkens-Martin Sum Rule and the Gap Bound on Localization, part 1

(Sections cited here and not found follow in the second part.)

## 1. A length from two different measurements

Consider a model crystal of parallel chains with period 0.4 nm. Its filled band is separated from the next band by an optical gap of 3.955 eV. The real part of its conductivity, divided by frequency and integrated over all frequencies, is 1851 S/cm. A calculation that uses only the ground state, and no excited state or frequency, gives a localization length of 0.0880 nm. The integral contains the same length. Moreover, the gap and the electron mass alone show that this length cannot exceed 0.0981 nm.

Two things need explanation: why an absorption spectrum measures a property of the ground state, and why a gap limits that property from above.

## 2. The system and the quantity

Take $N$ electrons of mass $m$ and charge $-e$, with $e>0$, in a volume $\Omega$. The nuclei are fixed and the Hamiltonian is

$$H=\sum_{i=1}^{N}\frac{\mathbf p_i^2}{2m}+U(\mathbf r_1,\dots,\mathbf r_N).\tag{1}$$

The function $U$ contains the attraction to the nuclei and any interaction between electrons. It depends on positions but not on momenta; this matters in section 6. The temperature is zero and the ground state $|0\rangle$ is nondegenerate. Excited states are $|n\rangle$, with energies $E_n$ and frequencies $\omega_n=(E_n-E_0)/\hbar>0$.

For one Cartesian direction $x$, define

$$X=\sum_i x_i,\qquad \xi^2=\frac{\langle X^2\rangle-\langle X\rangle^2}{N}.\tag{2}$$

The averages are taken in $|0\rangle$. Since $-eX$ is the electronic dipole, $\xi^2$ measures its quantum fluctuation per electron. It is not the spread of one electron over the whole sample: in a filled band the motions of different electrons are correlated by the Pauli principle, and most of the individual spreads cancel in the fluctuation of the sum.

In this half the sample is finite, so $X$ is an ordinary operator. The field in the formulas is the uniform field applied to the electrons. The difference between applied and total field in a large sample is treated in section 14.

## 3. Response to an impulse

Apply a field $\mathcal E(t)=J\,\delta(t)$ along $x$. The force on each electron is $-e\mathcal E$, so the potential energy is $+e\mathcal E(t)X$. During the impulse this term dominates $H$, and the state is multiplied by

$$e^{-ieJX/\hbar}=e^{i\kappa X},\qquad \hbar\kappa=-eJ .\tag{3}$$

The factor adds the momentum $\hbar\kappa$ to every electron, as the classical impulse would.

To first order in $\kappa$, the state just after the impulse is $(1+i\kappa X)|0\rangle$. Insert a complete set and let each component evolve:

$$|\psi(t)\rangle=e^{-iE_0t/\hbar}\Big[|0\rangle+i\kappa\sum_n X_{n0}e^{-i\omega_nt}|n\rangle\Big],\tag{4}$$

where $X_{n0}=\langle n|X|0\rangle$. The first-order part of $\langle X\rangle$ is a cross term plus its complex conjugate:

$$\delta X(t)=2\,\mathrm{Re}\Big[i\kappa\sum_n|X_{n0}|^2e^{-i\omega_nt}\Big]
=2\kappa\sum_{n\neq0}|X_{n0}|^2\sin\omega_nt .\tag{5}$$

The last step uses $\mathrm{Re}(ie^{-i\theta})=\sin\theta$. The term $n=0$ has $\omega_0=0$ and drops out.

The polarization is $P=-eX/\Omega$ up to a constant from the nuclei. With $\kappa=-eJ/\hbar$ the two minus signs cancel:

$$\delta P(t)=\frac{2e^2J}{\hbar\Omega}\sum_{n\neq0}|X_{n0}|^2\sin\omega_nt .\tag{6}$$

The current density is its time derivative. Dividing by $J$ gives the conductivity in time, for $t>0$:

$$\sigma(t)=\frac{2e^2}{\hbar\Omega}\sum_{n\neq0}\omega_n|X_{n0}|^2\cos\omega_nt .\tag{7}$$

## 4. The absorption spectrum and the sum rule

The conductivity at frequency $\omega$ is $\sigma(\omega)=\int_0^\infty\sigma(t)e^{i\omega t}dt$. Its real part needs

$$\int_0^\infty\cos\omega_nt\,\cos\omega t\,dt=\frac{\pi}{2}\big[\delta(\omega-\omega_n)+\delta(\omega+\omega_n)\big].\tag{8}$$

This follows from writing the product as half the sum of cosines of $(\omega-\omega_n)t$ and $(\omega+\omega_n)t$, and from $\int_0^\infty\cos(st)\,dt=\pi\delta(s)$. For positive $\omega$ the second delta function does not contribute, and

$$\mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2}{\hbar\Omega}\sum_{n\neq0}\omega_n|X_{n0}|^2\,\delta(\omega-\omega_n).\tag{9}$$

Each line carries a factor $\omega_n$ because the current is the rate of change of the dipole. Division by $\omega$ removes it:

$$\int_0^\infty\frac{d\omega}{\omega}\,\mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2}{\hbar\Omega}\sum_{n\neq0}|X_{n0}|^2 .\tag{10}$$

No energy is left in the sum, so completeness can be used:

$$\sum_{n\neq0}|X_{n0}|^2=\langle0|X\big(1-|0\rangle\langle0|\big)X|0\rangle=\langle X^2\rangle-\langle X\rangle^2=N\xi^2 .\tag{11}$$

With the density $n=N/\Omega$ this is the Souza-Wilkens-Martin sum rule:

$$\boxed{\int_0^\infty\frac{d\omega}{\omega}\,\mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2n}{\hbar}\,\xi^2 .}\tag{12}$$

It is the zero-temperature fluctuation-dissipation relation for the dipole, summed over frequency. The excited states appear in the absorption one by one; their total weight is fixed by the ground state.

The assumption of a nondegenerate ground state enters in (11). If another state had the same energy and a nonzero $X_{n0}$, it would contribute to the fluctuation but not to absorption at positive frequency.

The rule also separates conductors from insulators. If $\mathrm{Re}\,\sigma$ tends to a nonzero constant at low frequency, the integral diverges logarithmically and no finite $\xi$ exists in the large-sample limit. A gap in the absorption removes this divergence. A gap is sufficient but not necessary: a spectrum that vanishes as a positive power of $\omega$ also gives a finite integral at its lower end.

## 5. The same rule in time

Let $x(t)=\delta X(t)/N$ be the mean displacement per electron after the impulse. Divide (5) by $N\kappa t$ and integrate, using $\int_0^\infty dt\,\sin(\omega_nt)/t=\pi/2$ for $\omega_n>0$:

$$\frac1\pi\int_0^\infty\frac{x(t)}{\kappa t}\,dt=\frac{1}{\pi N}\,2\,\frac{\pi}{2}\sum_{n\ne0}|X_{n0}|^2=\xi^2 .\tag{13}$$

This form permits a direct simulation: strike the electrons, follow them with the Schrödinger equation and integrate their displacement. No absorption formula enters.

For discrete levels the displacement does not decay, and the integral converges slowly. A factor $e^{-t^2/T^2}$ cures this. Define

$$I(\omega)=\int_0^\infty\frac{\sin\omega t}{t}e^{-t^2/T^2}dt,\qquad
\frac{dI}{d\omega}=\int_0^\infty\cos(\omega t)\,e^{-t^2/T^2}dt=\frac{\sqrt\pi\,T}{2}e^{-\omega^2T^2/4}.\tag{14}$$

Since $I(0)=0$, integration gives $I(\omega)=(\pi/2)\,\mathrm{erf}(\omega T/2)$. If $T$ is 12 divided by the lowest frequency present, the argument is at least 6 and the relative error of the window is below $10^{-15}$.

## 6. Total oscillator strength

A second sum is needed for the bound. The potential $U$ commutes with $X$, so the kinetic energy alone contributes to

$$[H,X]=\sum_i\frac{[p_{x,i}^2,x_i]}{2m}=-\frac{i\hbar}{m}P_x,\qquad P_x=\sum_ip_{x,i}.\tag{15}$$

Because $[X,P_x]=i\hbar N$,

$$[X,[H,X]]=-\frac{i\hbar}{m}\,(i\hbar N)=\frac{N\hbar^2}{m}.\tag{16}$$

Now evaluate the same object in the ground state. Expanding it gives $2XHX-X^2H-HX^2$, and $H|0\rangle=E_0|0\rangle$, so

$$\langle[X,[H,X]]\rangle=2\langle X(H-E_0)X\rangle=2\sum_{n\ne0}\hbar\omega_n|X_{n0}|^2 .\tag{17}$$

Comparison of (16) and (17) yields the f-sum rule

$$\sum_{n\neq0}\hbar\omega_n|X_{n0}|^2=\frac{N\hbar^2}{2m},\qquad
\int_0^\infty\mathrm{Re}\,\sigma\,d\omega=\frac{\pi e^2n}{2m}.\tag{18}$$

The second relation is the integral of (9). The total absorption therefore depends on density and mass, not on the binding. Physically, an electron just after an impulse moves with velocity $\hbar\kappa/m$ before any force has acted.

## 7. The gap bound

Let $E_g$ be the threshold of $\mathrm{Re}\,\sigma$, that is, the lowest energy $\hbar\omega_n$ for which $X_{n0}\ne0$. Each contributing term obeys $\hbar\omega_n\ge E_g$, so

$$N\xi^2=\sum_{n\neq0}|X_{n0}|^2\le\frac1{E_g}\sum_{n\neq0}\hbar\omega_n|X_{n0}|^2=\frac{N\hbar^2}{2mE_g}.\tag{19}$$

Hence

$$\boxed{\xi^2\le\frac{\hbar^2}{2mE_g}.}\tag{20}$$

This holds for each Cartesian direction, with the threshold for that direction. In words, the absorption has a fixed total strength. The fluctuation weights that strength by $1/\omega$, and this weight is largest at the threshold.

The distance from equality has a simple meaning. Dividing the f-sum by $N\xi^2$ gives

$$\bar E\equiv\frac{\sum_{n\ne0}\hbar\omega_n|X_{n0}|^2}{\sum_{n\ne0}|X_{n0}|^2}=\frac{\hbar^2}{2m\xi^2}.\tag{21}$$

So $\xi$ fixes a mean excitation energy $\bar E$, weighted by the squared dipole elements, and the bound states that a mean cannot lie below its smallest entry. Equality requires all the strength to lie at $E_g$.

## 8. A case of equality, with interactions

Put the electrons in a one-dimensional trap $m\omega_0^2x^2/2$ and let them interact through any function of their separations. Internal forces cancel in the sum, so $[H,P_x]=i\hbar m\omega_0^2X$. With (15), the operator $A^\dagger=X-iP_x/(m\omega_0)$ satisfies

$$[H,A^\dagger]=-\frac{i\hbar}{m}P_x+\hbar\omega_0X=\hbar\omega_0A^\dagger .\tag{22}$$

Thus $A^\dagger$ raises the energy by $\hbar\omega_0$, and its adjoint $A$ lowers it by the same amount. There is no state below the ground state, so $A|0\rangle=0$. Since $X=(A+A^\dagger)/2$, the state $X|0\rangle=A^\dagger|0\rangle/2$ has the single excitation energy $\hbar\omega_0$. The bound is then an equality, $\xi^2=\hbar/(2m\omega_0)$.

This was tested for two electrons with repulsion $4\hbar\omega_0/\sqrt{(x_1-x_2)^2/\ell^2+1}$, where $\ell^2=\hbar/(m\omega_0)$. Diagonalization gives $\xi^2=0.50000\,\ell^2$ and a mean dipole energy of $1.00000\,\hbar\omega_0$.

## 9. Which gap, and which velocity

The gap in (20) is an optical threshold. The charge gap is a different quantity,

$$E_c=E(N+1)+E(N-1)-2E(N),\tag{23}$$

and it cannot be substituted in general. Take one electron in the trap above. Its optical gap is $\hbar\omega_0$ and $\xi^2=0.5\,\ell^2$. With the same repulsion for the second electron, the charge gap is $2.823\,\hbar\omega_0$. Used in (20), it would demand $\xi^2\le0.177\,\ell^2$, which is false. The charge gap includes the cost of putting a second electron beside the first, and a photon does not pay that cost. In a crystal the corresponding difference is the binding of an exciton, which can place the optical threshold below the charge gap.

The other condition is the velocity $p/m$. If a model has a nonlocal potential or a truncated set of orbitals, (16) fails, while (17) remains true for that model's $X$ and $H$. The bound becomes

$$\xi^2\le\frac{\langle[X,[H,X]]\rangle}{2NE_g}.\tag{24}$$

One electron on two sites at $\pm b/2$, with hopping energy $-t$ and $t>0$, shows the difference. The operator $x$ turns the bonding state into $b/2$ times the antibonding state, so $\xi^2=b^2/4$ and $E_g=2t$. The form (20) with the bare mass would fail for $t>\hbar^2/(mb^2)$. The form (24) holds, with equality, since (17) gives $\langle[X,[H,X]]\rangle=2(2t)(b^2/4)=b^2t$.

# Second half: crystals and the worked example

## 10. Results carried over

The electrons have mass $m$, charge $-e$ and density $n=N/\Omega$. An impulse gives each of them momentum $\hbar\kappa$, and $\omega_n$ are excitation frequencies. With $X$ the sum of positions and $\xi^2$ its variance per electron, the first half showed

$$\int_0^\infty\frac{d\omega}{\omega}\mathrm{Re}\,\sigma=\frac{\pi e^2n}{\hbar}\xi^2,\qquad \xi^2\le\frac{\hbar^2}{2mE_g},\qquad \bar E=\frac{\hbar^2}{2m\xi^2},\tag{25}$$

where $E_g$ is the optical threshold and $\bar E$ a mean excitation energy. The displacement after an impulse was $\delta X=2\kappa\sum_{n\neq0}|X_{n0}|^2\sin\omega_nt$.

For finite samples, the absorption integral has been shown to measure the ground-state dipole fluctuation, and the optical threshold to limit that fluctuation from above. It remains to extend both results to a crystal, where $X$ is not a valid operator on a ring, to work out the opening example, and to treat the field inside the sample.
